# Self-scattering rate and resistance in Monte Carlo transport

**Q:** My Monte Carlo program for a semiconductor channel has a total scattering rate \(\Gamma\), the sum of the phonon rates and a self-scattering rate. The mean time between events is \(1/\Gamma\), and the drift velocity in a field \(F\) is \(eF\tau/m\). If I raise \(\Gamma\), then \(\tau\) falls, the carriers drift more slowly, and the resistance must rise. Where would that go wrong?

**A:** At the identification of \(\tau\) with \(1/\Gamma\). Let us first separate the physical process from the method of sampling it.

A carrier with wave vector \(\mathbf k\) moves semiclassically between instantaneous collisions. Its real scattering rate \(\lambda(\mathbf k)\) is the sum of the rates \(\lambda_j(\mathbf k)\) of all physical mechanisms. During a flight the field determines \(\mathbf k(t)\), so the rate along the path is a known function, which I write \(\lambda(t)\). Let \(S(t)\) be the probability that no real collision has happened by time \(t\) after the start. In \(dt\) a fraction \(\lambda\,dt\) of the survivors collides, so

\[
\frac{dS}{dt}=-\lambda(t)S(t),\qquad S(0)=1,
\]

\[
S(t)=e^{-H(t)},\qquad H(t)=\int_0^t\lambda(s)\,ds .
\]

The probability density of the first real collision time is therefore

\[
p(t)=-\frac{dS}{dt}=\lambda(t)e^{-H(t)} .
\]

There is no \(\Gamma\) here. To draw a time from \(p\) directly, one must solve \(H(t)=-\ln r\) for a random number \(r\), which usually needs a numerical integration for every flight. Self-scattering avoids that. Choose a constant \(\Gamma\ge\lambda\) for all states the carrier can reach, and draw candidate events at the constant rate \(\Gamma\). Accept a candidate as a real collision with probability \(\lambda/\Gamma\), evaluated at the state just before it. Otherwise the event is null: leave \(\mathbf k\) as it is and continue.

**Q:** But every candidate interrupts the flight. With a larger \(\Gamma\) the flights are shorter, whatever you call the events.

**A:** The computed segments are shorter. We have to ask for the time to the next real collision, which may span many segments.

Suppose that null events occur at \(t_1<t_2<\dots<t_n\) and the first real collision at \(t\). Each interval between candidates has density \(\Gamma e^{-\Gamma\Delta t}\). There are \(n+1\) intervals and their lengths add up to \(t\), so the candidate times have joint density \(\Gamma^{n+1}e^{-\Gamma t}\). Multiply by the probability of rejecting the first \(n\) candidates and accepting the last:

\[
\Gamma^{n+1}e^{-\Gamma t}
\left[\prod_{i=1}^{n}\left(1-\frac{\lambda(t_i)}{\Gamma}\right)\right]
\frac{\lambda(t)}{\Gamma}
=\lambda(t)e^{-\Gamma t}\prod_{i=1}^{n}\bigl[\Gamma-\lambda(t_i)\bigr].
\]

One factor \(\Gamma\) cancelled against the acceptance probability, and the other \(n\) were absorbed in the brackets. The same function \(\lambda(t)\) appears throughout because null events do not alter the path.

Now integrate over the null times. The product is symmetric in the \(t_i\), so the ordered region contributes \(1/n!\) of the integral over the full cube \(0<t_i<t\). The density for a real collision at \(t\) after \(n\) null events is

\[
p_n(t)=\lambda(t)e^{-\Gamma t}\frac{[\Gamma t-H(t)]^n}{n!}.
\]

Summing over \(n\) gives an exponential series:

\[
\sum_{n=0}^{\infty}p_n(t)
=\lambda(t)e^{-\Gamma t}e^{\Gamma t-H(t)}
=\lambda(t)e^{-H(t)}=p(t).
\]

So \(\Gamma\) has disappeared from the distribution of real flight times. After acceptance, mechanism \(j\) is chosen with probability \(\lambda_j/\lambda\), and the final state follows from that mechanism. Neither choice contains \(\Gamma\). The next flight then starts from a state whose distribution is the same for every allowed \(\Gamma\), and the argument applies again. Flight by flight, the probability law of the real trajectory is independent of \(\Gamma\).

This equality concerns probabilities. Two runs with different \(\Gamma\) use their random numbers differently and produce different individual paths, so their averages agree within sampling error and not digit by digit.

**Q:** I would have expected self-scattering to add a collision term to the Boltzmann equation.

**A:** Write that term down. The transition rate from \(\mathbf k\) to \(\mathbf k'\) by null events is \([\Gamma-\lambda(\mathbf k)]\,\delta(\mathbf k'-\mathbf k)\). For a distribution \(f\), scattering in minus scattering out gives

\[
\int d\mathbf k'\,[\Gamma-\lambda(\mathbf k')]\,\delta(\mathbf k-\mathbf k')f(\mathbf k')
-[\Gamma-\lambda(\mathbf k)]f(\mathbf k)=0 .
\]

The carriers removed from each state are put back into the same state. A large rate multiplies a change of zero.

**Q:** Then what becomes of \(eF\tau/m\)? It is a respectable formula.

**A:** It is, under its own conditions. Let \(a=eF/m\) be the acceleration along the force, for a parabolic band. Take a constant real rate \(\lambda\), with each real collision making the direction isotropic. The mean velocity component along the force just after a collision is then zero, and the flight time is independent of the initial state. The mean displacement in a flight is

\[
\frac a2\langle t^2\rangle=\frac a2\,\frac{2}{\lambda^2}=\frac{a}{\lambda^2}.
\]

Dividing by the mean flight time \(1/\lambda\) gives \(v=a/\lambda\). So \(\tau=1/\lambda\), the time in which real collisions destroy directed momentum.

Now add null events to this case. Each candidate is real with probability \(\lambda/\Gamma\), so the mean number of candidates up to and including the real one is \(\Gamma/\lambda\). Their mean spacing is \(1/\Gamma\), and the mean real flight time is

\[
\frac{\Gamma}{\lambda}\,\frac1\Gamma=\frac1\lambda .
\]

Doubling \(\Gamma\) halves the spacing and doubles the number of segments. Your estimate keeps the first effect and omits the second.

**Q:** A constant rate is a special case. I would like to see an energy-dependent one, with a resistance at the end.

**A:** Take a model channel with round parameters: one isotropic parabolic valley of mass \(0.3\,m_e\), temperature 300 K, and a uniform field of 5 kV/cm. Then \(a=293\ \mathrm{nm/ps^2}\). The carriers scatter isotropically from acoustic phonons, treated as elastic, and from optical phonons of energy \(\hbar\omega=60\) meV. With

\[
g(E)=\sqrt{\frac{\min[\max(E,0),\,300\ \mathrm{meV}]}{60\ \mathrm{meV}}},
\]

the real rate at carrier energy \(E\) is

\[
\lambda(E)=A\,g(E)+B N g(E+\hbar\omega)+B(N+1)g(E-\hbar\omega),
\]

where \(A=B=5\ \mathrm{ps^{-1}}\) and \(N=0.109\) is the thermal phonon occupation. The terms describe elastic scattering, phonon absorption and phonon emission. At 60 meV, for example, emission has just reached its threshold and contributes nothing:

\[
\lambda=5+5(0.109)\sqrt2=5.77\ \mathrm{ps^{-1}}.
\]

At 100 meV emission is open and the rate is \(11.9\ \mathrm{ps^{-1}}\).

The square root is the energy dependence of the density of final states in a three-dimensional parabolic band. Holding it constant above 300 meV is a choice of this model, made to obtain a strict bound. The largest value of \(g\) is \(\sqrt5\), and all three terms reach it for \(E\ge360\) meV:

\[
\Gamma_0=\sqrt5\,[A+B(2N+1)]=24.8\ \mathrm{ps^{-1}} .
\]

In the simulation carriers spend about \(10^{-4}\) of their time above 300 meV.

**Q:** Before any resistance, show me one flight. That is where I expect the interruptions to matter.

**A:** Start a carrier at 30 meV with its velocity at direction cosine \(-0.5\) to the force, so that the field first slows it and then, if the flight lasts longer than 0.32 ps, speeds it up again. Numerical integration of \(\lambda\) along this path gives \(S(t)\) without null events. Compare it with the fraction surviving among 100,000 flights sampled with null events:

| \(t\) (ps) | integrated | \(\Gamma_0\) | \(8\Gamma_0\) |
|---|---|---|---|
| 0.1 | 0.666 | 0.670 | 0.667 |
| 0.2 | 0.453 | 0.456 | 0.455 |
| 0.4 | 0.215 | 0.216 | 0.215 |

The standard error of a sampled fraction \(S\) is \(\sqrt{S(1-S)/100000}\), or about 0.0015 in the first two rows. The largest difference, 0.004 at 0.1 ps for \(\Gamma_0\), is 2.7 standard errors. That is on the large side for chance, but the run at \(8\Gamma_0\) shows no such difference, and an effect of added null events should have been greater there.

The number of interruptions can be predicted too. For a given \(t\), the ratio \(p_n(t)/p(t)\) is a Poisson distribution in \(n\) with mean \(\Gamma t-H(t)\). Averaging over the real flight time requires

\[
\langle H\rangle=\int_0^\infty H(t)\lambda(t)e^{-H(t)}dt
=\int_0^\infty He^{-H}dH=1,
\]

where \(dH=\lambda\,dt\), and \(H\) grows without limit because a real collision is certain eventually. Hence

\[
\langle n\rangle=\Gamma\langle t\rangle-1 .
\]

The integrated mean flight time is 0.2515 ps. This predicts \(24.80\times0.2515-1=5.24\) null events at \(\Gamma_0\) and 48.9 at \(8\Gamma_0\). The sampled means are 5.26 and 49.0. The carrier is interrupted nine times as often, and its real flight is no shorter.

**Q:** Very well. What is the drift velocity?

**A:** It can be found without \(\Gamma\) and without random numbers. Since all collisions are isotropic, the energy just after a real collision is enough to determine the statistics of the next flight. For a starting energy \(E_i\), averaged over initial directions, the mean flight time and displacement are

\[
t_i=\left\langle\int_0^\infty S(t)\,dt\right\rangle,\qquad
d_i=\left\langle\int_0^\infty S(t)v_z(t)\,dt\right\rangle ,
\]

because the carrier is still on that flight at time \(t\) with probability \(S(t)\). Integrating over direction and collision time also gives the probabilities of passing from one post-collision energy to the next. Their stationary distribution \(P_i\) gives

\[
v=\frac{\sum_iP_id_i}{\sum_iP_it_i}.
\]

On an energy grid of 2 meV with time steps of 5 fs, the result is \(v=38.8\) nm/ps, with a mean real flight time of 0.168 ps. Doubling both steps changes the velocity by less than 0.1 per cent.

For the resistance, take a uniform bar of length \(L=1\ \mu\mathrm m\) and cross-section \(\mathcal A=100\ \mathrm{nm}\times100\ \mathrm{nm}\), with \(n_c=10^{17}\ \mathrm{cm^{-3}}\) carriers. Contacts, space charge, degeneracy, impurity scattering and scattering at the surfaces are left out. The mean free path is a few tens of nanometres, not small against the 100 nm width, so the bar only converts the model's velocity into a resistance. The voltage is \(FL=0.5\) V, and the current is

\[
I=n_ce v\mathcal A
=(10^{23}\ \mathrm{m^{-3}})(1.602\times10^{-19}\ \mathrm C)
(3.88\times10^4\ \mathrm{m/s})(10^{-14}\ \mathrm{m^2}),
\]

or \(6.2\ \mu\mathrm A\). Therefore

\[
R=\frac{FL}{I}=80.4\ \mathrm{k\Omega}.
\]

This is voltage divided by current at this field, not a differential resistance.

**Q:** And if you simulate the same bar with self-scattering and keep raising \(\Gamma\)?

**A:** Here are three runs of 5000 carriers. Each discards about 6 ps and records about 24 ps per carrier. The velocity is total displacement divided by total time, with the motion in each segment integrated analytically.

| \(\Gamma/\Gamma_0\) | \(v\) (nm/ps) | \(R\) (kΩ) | null per real | CPU (s) |
|---|---|---|---|---|
| 1 | 39.05 ± 0.18 | 79.9 | 3.16 | 0.28 |
| 2 | 38.61 ± 0.19 | 80.8 | 7.34 | 0.51 |
| 8 | 38.74 ± 0.19 | 80.6 | 32.3 | 1.89 |

The uncertainties are one standard error, estimated from the scatter among carriers. They amount to about 0.5 per cent of \(v\), hence about 0.4 kΩ in \(R\). The velocities lie within 1.4 standard errors of 38.8 nm/ps, and the resistances do not rise steadily with \(\Gamma\).

Your formula \(v=a/\Gamma\) would give 264, 528 and 2112 kΩ. An eightfold rise could not hide in an uncertainty of half a per cent.

The null events again follow \(\Gamma\langle t\rangle-1\), now averaged over steady-state flights: \(24.80\times0.1681-1=3.17\) at \(\Gamma_0\). The real collision rate stays between 5.95 and 5.96 per ps in all three runs.

The processor time is what rises, by a factor of nearly seven for an eightfold \(\Gamma\). A fixed 0.05 s plus 0.23 s for each \(\Gamma_0\) reproduces the three times.

**Q:** Surely the extra events buy something. More events should mean better statistics.

**A:** Not for a velocity found from displacement, at equal simulated time. The displacement already contains the whole path. The displacement of a carrier over 24 ps has the same probability law for every allowed \(\Gamma\), and so the same variance. Cutting an analytically integrated path into more pieces adds no independent information. The standard errors in the table show this: 0.18, 0.19 and 0.19 nm/ps. To reduce them, simulate more carriers or a longer time. If the sampling is to be exact, the economical choice in this method is the smallest constant that is still a valid bound.

**Q:** I have to confess something. I did run my program at two values of \(\Gamma\), and the resistance roughly doubled when I doubled \(\Gamma\).

**A:** Then look at what it does at a null event. Does it draw a new direction?

**Q:** It keeps the energy and draws a new direction, as it does for acoustic phonons. I took self-scattering to be a kind of elastic scattering.

**A:** That is the fault. A null event must keep the whole wave vector, not just its length. In your program every candidate makes the direction isotropic, so the constant-rate calculation applies with \(\Gamma\) in place of \(\lambda\). The initial velocity again averages to zero, the segment times do not depend on energy, and

\[
v_{\text{fault}}=\frac{a\langle t^2\rangle/2}{\langle t\rangle}
=\frac{a/\Gamma^2}{1/\Gamma}=\frac a\Gamma .
\]

For the model channel this predicts \(293.1/24.80=11.8\) nm/ps at \(\Gamma_0\) and 5.9 nm/ps at \(2\Gamma_0\). Simulations with the fault built in give \(11.90\pm0.11\) and \(5.89\pm0.07\) nm/ps, or 262 and 530 kΩ. Your formula describes that program correctly, but the program has acquired an extra momentum-relaxing mechanism of rate \(\Gamma-\lambda\) that the material does not have.

**Q:** I can repair that. I also record velocities just before collisions. Should I discard the null events there, since they are not physical?

**A:** No, not if you want a plain average. Candidate times are drawn without regard to the carrier's state, so the states found just before all candidates, null and real, represent the time average. In the run at \(\Gamma_0\) their mean velocity is 39.06 nm/ps, against 39.05 from displacement over time.

Real collisions are a biased selection, because a state is accepted with probability \(\lambda/\Gamma\). Averaging over them without a correcting weight gives

\[
\bar v_{\text{real}}
=\frac{\langle(\lambda/\Gamma)v_z\rangle}{\langle\lambda/\Gamma\rangle}
=\frac{\langle\lambda v_z\rangle}{\langle\lambda\rangle},
\]

where the brackets are time averages. For isotropic collisions the numerator follows from momentum balance. The field adds velocity at the rate \(a\). A collision replaces \(v_z\) by a value of zero mean, so collisions remove velocity at the rate \(\langle\lambda v_z\rangle\). In the steady state,

\[
0=\frac{d\langle v_z\rangle}{dt}=a-\langle\lambda v_z\rangle .
\]

The mean real collision rate is \(\langle\lambda\rangle=1/\langle t\rangle\), and therefore

\[
\bar v_{\text{real}}=a\langle t\rangle
=293.1\times0.1681=49.3\ \mathrm{nm/ps}.
\]

The three runs give 49.2 to 49.3 nm/ps. This exceeds the drift velocity by 27 per cent, because \(\lambda\) and \(v_z\) are positively correlated here: \(\langle\lambda v_z\rangle>\langle\lambda\rangle\langle v_z\rangle\). The error does not depend on \(\Gamma\), so changing \(\Gamma\) would not reveal it.

**Q:** If a smaller \(\Gamma\) is cheaper, why not go well below \(\Gamma_0\)?

**A:** Because the accept-or-reject step needs \(\lambda/\Gamma\) to be a probability. Where \(\lambda>\Gamma\), a program of this kind can do no more than accept every candidate, so the carrier scatters at the rate \(\min(\lambda,\Gamma)\) instead of \(\lambda\). Collisions are then missing. (The sum over \(p_n\) is an algebraic identity for any \(\Gamma\), so a method that carries signed weights \(1-\lambda/\Gamma\) can stay unbiased below the bound, but that is not the method used here.)

With \(\Gamma=0.2\,\Gamma_0=4.96\ \mathrm{ps^{-1}}\), the bound already fails at 60 meV, where \(\lambda=5.77\ \mathrm{ps^{-1}}\). The simulated real collision rate falls from 5.95 to 4.52 per ps. The drift velocity rises to \(60.6\pm0.4\) nm/ps and the resistance drops to 51.5 kΩ, 36 per cent below the correct value.

**Q:** So between \(0.2\,\Gamma_0\) and \(\Gamma_0\) the resistance does go up with \(\Gamma\), just as I said.

**A:** In that comparison it does, from 51.5 to about 80 kΩ. But the increase restores real collisions that the small \(\Gamma\) had suppressed. Once \(\Gamma\) bounds \(\lambda\), none are missing, and a further increase adds null events alone.

This matters when the rate has no convenient ceiling, as with a square root that keeps growing with energy. One then chooses \(\Gamma\) from an assumed highest energy and has the program report every candidate at which \(\lambda>\Gamma\). If such reports appear, the sampling is no longer exact. A few may do no visible harm, but the way to find out is to raise \(\Gamma\) and repeat the run. If the resistance then changes by more than about three standard errors of the difference between the runs, suspect the earlier bound, the treatment of null events or the integration of the motion within a segment before looking for new physics in the channel. The last matters whenever segments are not integrated exactly. Advancing the position by the starting velocity times the segment time, for example, drops the term \(at^2/2\) and lowers the velocity by \(a/\Gamma\), which is 11.8 nm/ps at \(\Gamma_0\).
